# Similarity reduction of nonlinear diffusion from a step, and profile inversion: a numerical check

```python
"""
Result under test: nonlinear diffusion u_t = (D(u) u_z)_z from a step profile
has the solution u = f(lam), lam = z/sqrt(t), where
    (D(f) f')' + (lam/2) f' = 0,  f(-inf) = 1,  f(+inf) = 0.
u: copper fraction (copper at z < 0, nickel at z > 0); D: interdiffusivity;
J = -D f': scaled flux.  Lengths in um, times in h, D in um^2/h.
The profile also returns D by inversion:
    D(u*) = -(1/2t) (dz/du) * integral of z du from 0 to u*,
with z measured from the plane where the integral over all u vanishes.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import (solve_bvp, solve_ivp, quad, trapezoid,
                             cumulative_trapezoid)
from scipy.special import erfc

D_NI, RATIO = 6.0, 30.0
BETA = np.log(RATIO)
PLATE, T_ANNEAL, TEMP = 1000.0, 100.0, 1273.0
KB = boltzmann / charge
TO_CM2_S = 1e-8 / 3600.0


def diffusivity(u):
    return D_NI * np.exp(BETA * u)


def potential(u):
    """Integral of D over u, up to a constant."""
    return D_NI * np.exp(BETA * u) / BETA


# Symbolic check of the change of variable with an arbitrary trial profile
z_s, t_s, lam_s = sp.symbols("z t lam", positive=True)
trial = 1 / (1 + sp.exp(lam_s))
trial_D = 1 + trial**2
c_s = trial.subs(lam_s, z_s / sp.sqrt(t_s))
D_s = trial_D.subs(lam_s, z_s / sp.sqrt(t_s))
partial_side = sp.diff(c_s, t_s) - sp.diff(D_s * sp.diff(c_s, z_s), z_s)
ordinary_side = (sp.diff(trial_D * sp.diff(trial, lam_s), lam_s)
                 + lam_s / 2 * sp.diff(trial, lam_s))
for z_v, t_v in ((0.7, 2.3), (1.9, 0.6)):
    left = float((t_s * partial_side).subs({z_s: z_v, t_s: t_v}))
    right = -float(ordinary_side.subs(lam_s, z_v / np.sqrt(t_v)))
    assert abs(left - right) < 1e-10

# Similarity profile as a boundary-value problem
LEFT, RIGHT = -130.0, 50.0


def solve_profile(D_function, mesh, guess):
    def equations(lam, y):
        D = D_function(np.clip(y[0], -0.2, 1.2))
        return np.vstack((-y[1] / D, -lam * y[1] / (2 * D)))

    def ends(ya, yb):
        return np.array([ya[0] - 1.0, yb[0]])

    result = solve_bvp(equations, ends, mesh, guess, tol=1e-6,
                       max_nodes=20000)
    assert result.success, result.message
    return result


D_mid = D_NI * np.sqrt(RATIO)
mesh = np.linspace(LEFT, RIGHT, 500)
guess = np.vstack((0.5 * (1 - np.tanh(mesh / 12)),
                   D_mid / 24 / np.cosh(mesh / 12)**2))
solution = solve_profile(lambda u: D_mid + 0 * u, mesh, guess)
lam = np.linspace(LEFT, RIGHT, 18001)
constant_error = np.max(np.abs(solution.sol(lam)[0]
                               - 0.5 * erfc(lam / (2 * np.sqrt(D_mid)))))
assert constant_error < 1e-4
for part in (0.25, 0.5, 0.75, 1.0):
    solution = solve_profile(
        lambda u, p=part: D_mid * np.exp(p * BETA * (u - 0.5)),
        solution.x, solution.y)
f = solution.sol(lam)[0]
J0 = solution.sol(0.0)[1]


def similarity(z, t):
    return np.interp(z / np.sqrt(t), lam, f)


def level(value):
    return np.interp(value, f[::-1], lam[::-1])


# Conservative solution of the partial differential equation.
# Integration runs in s = sqrt(t), so that an inflow A/sqrt(t) stays finite.
def evolve(start, dz, times, inflow=None, rate=lambda t: 1.0):
    def speed(s, u):
        phi = potential(u)
        flow = np.zeros(len(u) + 1)
        flow[1:-1] = 2 * s * rate(s * s) * (phi[:-1] - phi[1:]) / dz
        if inflow is not None:
            flow[0] = inflow(s, u[0])
        return (flow[:-1] - flow[1:]) / dz

    roots = np.sqrt(np.array(times))
    run = solve_ivp(speed, (0.0, roots[-1]), start, method="LSODA",
                    t_eval=roots, rtol=1e-6, atol=1e-8, first_step=1e-3,
                    lband=1, uband=1)
    assert run.success, run.message
    return run.y.T


dz = 1.0
z = np.arange(-PLATE + dz / 2, PLATE, dz)
step = np.where(z < 0, 1.0, 0.0)
T_LONG = 6400.0
u_early, u_main, u_long = evolve(step, dz, [25.0, T_ANNEAL, T_LONG])
gap_early = np.max(np.abs(u_early - similarity(z, 25.0)))
gap_main = np.max(np.abs(u_main - similarity(z, T_ANNEAL)))
gap_long = np.max(np.abs(u_long - similarity(z, T_LONG)))
assert gap_early < 5e-3 and gap_main < 3e-3   # grid error at the steep foot
assert gap_long > 0.05                        # plates no longer infinite

passed_pde = np.sum(u_main[z > 0]) * dz
passed_formula = 2 * J0 * np.sqrt(T_ANNEAL)
assert abs(passed_pde / passed_formula - 1) < 5e-3

# A rate factor g(t) common to all compositions: t is replaced by its integral
T_VARIED = 60.0
tau = quad(lambda t: 1 + t / 50, 0, T_VARIED)[0]
u_varied = evolve(step, dz, [T_VARIED], rate=lambda t: 1 + t / 50)[0]
gap_tau = np.max(np.abs(u_varied - similarity(z, tau)))
gap_clock = np.max(np.abs(u_varied - similarity(z, T_VARIED)))
assert gap_tau < 3e-3 and gap_clock > 0.03

# Surface conditions on a nickel half-space: which ones permit similarity?
z_half = np.arange(dz / 2, 600.0, dz)
A_ROOT, Q_CONST, H_EXCHANGE = 1.0, 0.2, 1.0
conditions = {
    "constant surface value":
        lambda s, u0: 2 * s * (potential(1.0) - potential(u0)) / (dz / 2),
    "inflow A/sqrt(t)": lambda s, u0: 2 * A_ROOT,
    "constant inflow": lambda s, u0: 2 * s * Q_CONST,
    "constant exchange coefficient":
        lambda s, u0: 2 * s * H_EXCHANGE * (1 - u0),
}
lam_half = np.linspace(0.5, 30.0, 300)
defect = {}
for name, inflow in conditions.items():
    first, second = evolve(np.zeros_like(z_half), dz, [25.0, 100.0], inflow)
    defect[name] = np.max(np.abs(np.interp(lam_half * 5, z_half, first)
                                 - np.interp(lam_half * 10, z_half, second)))
assert defect["constant surface value"] < 0.01
assert defect["inflow A/sqrt(t)"] < 0.01
assert defect["constant inflow"] > 0.05
assert defect["constant exchange coefficient"] > 0.05


# Profile inversion
def invert(position, u, t, plane=None):
    zr, ur = position[::-1], u[::-1]
    if plane is None:
        plane = trapezoid(zr, ur) / (ur[-1] - ur[0])
    area = cumulative_trapezoid(zr - plane, ur, initial=0)
    slope = np.gradient(ur, zr)
    inside = (ur > 0.03) & (ur < 0.97)
    return ur[inside], -area[inside] / (2 * t * slope[inside]), plane


u_inv, D_inv, plane = invert(z, u_main, T_ANNEAL)
assert abs(plane) < 0.05
samples = np.array([0.1, 0.3, 0.5, 0.7, 0.9])
D_found = np.interp(samples, u_inv, D_inv)
assert np.max(np.abs(D_found / diffusivity(samples) - 1)) < 0.01
SHIFT = 5.0
u_off, D_off, _ = invert(z, u_main, T_ANNEAL, plane=SHIFT)
origin_error = np.interp(0.5, u_off, D_off) / D_found[2] - 1

# Neglected effects, from rough inputs
# Unequal atomic volumes: f is then the volume fraction, x the atomic fraction
A_CU, A_NI = 3.61, 3.52
volume_ratio = (A_CU / A_NI)**3
u_chk, D_chk, _ = invert(lam, f, 1.0)
assert np.max(np.abs(D_chk / diffusivity(u_chk) - 1)) < 5e-3
x_atom = f / (f + (1 - f) * volume_ratio)
x_inv, D_x, _ = invert(lam, x_atom, 1.0)
true_fraction = x_inv * volume_ratio / (1 - x_inv + x_inv * volume_ratio)
volume_error = np.max(np.abs(D_x / diffusivity(true_fraction) - 1))

# Regular-solution thermodynamic factor with a rough critical temperature
T_CRIT = 600.0
altered = solution
for part in (0.5, 1.0):
    altered = solve_profile(
        lambda u, p=part: diffusivity(u)
        * (1 - 4 * u * (1 - u) * p * T_CRIT / TEMP), altered.x, altered.y)
thermo_factor = 1 - T_CRIT / TEMP
thermo_change = np.max(np.abs(altered.sol(lam)[0] - f))

# Furnace error and heating ramp, rough activation energies at the two ends
Q_CU, Q_NI, OFFSET, RAMP = 2.4, 2.7, 5.0, 1.0


def relative_rate(Q, T):
    return np.exp(-Q / KB * (1 / T - 1 / TEMP))


offset_cu = relative_rate(Q_CU, TEMP + OFFSET) - 1
offset_ni = relative_rate(Q_NI, TEMP + OFFSET) - 1
ramp_cu, ramp_ni = [
    quad(lambda t: relative_rate(Q, 300 + (TEMP - 300) * t / RAMP), 0, RAMP)[0]
    for Q in (Q_CU, Q_NI)]

# Boundaries parallel to the flow, square grains, equal gradients
GB_WIDTH, GB_D, GRAIN = 5e-4, 4e5, 1000.0
gb_ni = 2 * GB_WIDTH * GB_D / (GRAIN * D_NI)
gb_cu = 2 * GB_WIDTH * GB_D / (GRAIN * D_NI * RATIO)
time_back = (PLATE / level(0.999))**2

print(f"Inputs: T = {TEMP:.0f} K, anneal {T_ANNEAL:.0f} h, plates {PLATE:.0f} um")
for name, u_end in (("nickel", 0.0), ("copper", 1.0)):
    D_end = diffusivity(u_end)
    print(f"D at {name} end: {D_end:.1f} um^2/h = {D_end*TO_CM2_S:.2e} cm^2/s")
print(f"Constant-D profile, largest error against erfc: {constant_error:.1e}")
print("Copper fraction, lam (um/h^0.5), z at 100 h (um):")
for value in (0.99, 0.9, 0.7, 0.5, 0.3, 0.1, 0.01):
    print(f"  {value:.2f}  {level(value):8.3f}  {level(value)*10:8.2f}")
z_early = np.interp(0.1, u_early[::-1], z[::-1])
z_later = np.interp(0.1, u_main[::-1], z[::-1])
assert abs(z_later / z_early - 2) < 0.02
print(f"Direct solution, z of u=0.1: 25 h {z_early:.2f}, 100 h {z_later:.2f} um")
print(f"Copper fraction at z = 0: {similarity(0.0, 1.0):.4f}")
print(f"Scaled flux J(0): {J0:.4f} um/h^0.5")
print(f"Copper passed z=0 in 100 h, formula: {passed_formula:.2f} um")
print(f"Copper passed z=0 in 100 h, direct: {passed_pde:.2f} um")
print("Largest difference in u, direct solution against f(z/sqrt(t)):")
print(f"  25 h {gap_early:.1e}, 100 h {gap_main:.1e}, {T_LONG:.0f} h {gap_long:.3f}")
print(f"Varying rate 1+t/(50 h), {T_VARIED:.0f} h: tau = {tau:.1f} h")
print(f"  difference in u using tau {gap_tau:.1e}, using t {gap_clock:.3f}")
print(f"Half-space inputs: A = {A_ROOT} um/h^0.5, constant inflow {Q_CONST} um/h,")
print(f"  exchange coefficient {H_EXCHANGE} um/h")
print("Difference in u at equal lam, 25 h against 100 h:")
for name, value in defect.items():
    print(f"  {name}: {value:.4f}")
print(f"Matano plane from direct profile: {abs(plane):.4f} um from the joint")
print("Inversion: u, D put in, D recovered (um^2/h):")
for value, found in zip(samples, D_found):
    print(f"  {value:.1f}  {diffusivity(value):8.2f}  {found:8.2f}")
print(f"Origin misplaced by +{SHIFT:.0f} um: D at u=0.5 off by {100*origin_error:.1f} %")
print(f"Lattice parameters Cu {A_CU}, Ni {A_NI} angstrom (rough)")
print(f"  volume ratio {volume_ratio:.4f}, largest D error {100*volume_error:.1f} %")
print(f"Thermodynamic factor at u=0.5 (critical T {T_CRIT:.0f} K): {thermo_factor:.3f}")
print(f"  largest change of u at fixed lam: {thermo_change:.3f}")
print(f"Activation energies (rough): Cu end {Q_CU}, Ni end {Q_NI} eV")
print(f"  +{OFFSET:.0f} K: D up {100*offset_cu:.1f} % (Cu), {100*offset_ni:.1f} % (Ni)")
print(f"  {RAMP:.0f} h ramp from 300 K counts as {ramp_cu:.4f} h (Cu), {ramp_ni:.4f} h (Ni)")
print(f"Boundary width {GB_WIDTH:.0e} um, D {GB_D:.0e} um^2/h, grain {GRAIN:.0f} um")
print(f"  boundary/lattice flux: Ni end {100*gb_ni:.1f} %, Cu end {100*gb_cu:.2f} %")
print(f"Infinite-couple u at copper back face falls to 0.999 at {time_back:.0f} h")
print("no test failed")
```

Running it gives:

```
Inputs: T = 1273 K, anneal 100 h, plates 1000 um
D at nickel end: 6.0 um^2/h = 1.67e-11 cm^2/s
D at copper end: 180.0 um^2/h = 5.00e-10 cm^2/s
Constant-D profile, largest error against erfc: 7.0e-09
Copper fraction, lam (um/h^0.5), z at 100 h (um):
  0.99   -35.738   -357.38
  0.90   -13.852   -138.52
  0.70    -1.851    -18.51
  0.50     3.231     32.31
  0.30     6.298     62.98
  0.10     8.977     89.77
  0.01    11.750    117.50
Direct solution, z of u=0.1: 25 h 44.89, 100 h 89.77 um
Copper fraction at z = 0: 0.6411
Scaled flux J(0): 1.8797 um/h^0.5
Copper passed z=0 in 100 h, formula: 37.59 um
Copper passed z=0 in 100 h, direct: 37.59 um
Largest difference in u, direct solution against f(z/sqrt(t)):
  25 h 6.3e-05, 100 h 1.6e-05, 6400 h 0.121
Varying rate 1+t/(50 h), 60 h: tau = 96.0 h
  difference in u using tau 1.6e-05, using t 0.138
Half-space inputs: A = 1.0 um/h^0.5, constant inflow 0.2 um/h,
  exchange coefficient 1.0 um/h
Difference in u at equal lam, 25 h against 100 h:
  constant surface value: 0.0002
  inflow A/sqrt(t): 0.0001
  constant inflow: 0.1929
  constant exchange coefficient: 0.1572
Matano plane from direct profile: 0.0000 um from the joint
Inversion: u, D put in, D recovered (um^2/h):
  0.1      8.43      8.43
  0.3     16.65     16.65
  0.5     32.86     32.86
  0.7     64.88     64.88
  0.9    128.10    128.10
Origin misplaced by +5 um: D at u=0.5 off by -7.1 %
Lattice parameters Cu 3.61, Ni 3.52 angstrom (rough)
  volume ratio 1.0787, largest D error 3.2 %
Thermodynamic factor at u=0.5 (critical T 600 K): 0.529
  largest change of u at fixed lam: 0.138
Activation energies (rough): Cu end 2.4, Ni end 2.7 eV
  +5 K: D up 8.9 % (Cu), 10.1 % (Ni)
  1 h ramp from 300 K counts as 0.0550 h (Cu), 0.0493 h (Ni)
Boundary width 5e-04 um, D 4e+05 um^2/h, grain 1000 um
  boundary/lattice flux: Ni end 6.7 %, Cu end 0.22 %
Infinite-couple u at copper back face falls to 0.999 at 370 h
no test failed
```
